\section*{Oscillator strengths and static polarizability of two-dimensional hydrogen}

\section*{Question}

An electron of mass $m_e$ and charge $-e$ moves in a plane around a fixed charge $+e$. The potential energy is $-e^2/(4\pi\varepsilon_0 r)$, where $r$ is the distance in the plane. Spin, relativity and recoil of the centre are neglected. Define
\[
a_0=\frac{4\pi\varepsilon_0\hbar^2}{m_e e^2},\qquad
E_h=\frac{\hbar^2}{m_e a_0^2}=\frac{e^2}{4\pi\varepsilon_0 a_0}.
\]
States are labelled by $n=1,2,\dots$ and by the angular momentum $m\hbar$; s means $m=0$ and p means $|m|=1$. Light and static fields are polarized along $x$, in the plane. The oscillator strength from 1s is
\[
f_n=\frac{2m_e}{\hbar^2}(E_n-E_1)\,|\langle np_x|x|1s\rangle|^2 ,
\]
where $np_x$ is the combination of $m=\pm1$ proportional to $\cos\varphi$.

\begin{enumerate}
\item[(a)] Find the 1s state, the p levels and the normalized p radial functions.
\item[(b)] Find $f_n$ in closed form and its behaviour at large $n$.
\item[(c)] Derive the sum rule for the strengths and find the share carried by the discrete states.
\item[(d)] Find the strength per unit energy in the continuum, with its limits at threshold and at high energy.
\item[(e)] Find the static polarizability in closed form.
\item[(f)] Divide the polarizability into bound and continuum parts, and interpret the division.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) States}

Measure lengths in $a_0$ and energies in $E_h$. Both the kinetic prefactor $\hbar^2/(m_ea_0^2)$ and the potential prefactor $e^2/(4\pi\varepsilon_0a_0)$ become 1, so the radial Hamiltonian is
\[
H_m=-\frac12\left(\frac{d^2}{dr^2}+\frac1r\frac{d}{dr}-\frac{m^2}{r^2}\right)-\frac1r .
\]
For $u=e^{-2r}$ we have $u'=-2u$ and $u''=4u$, hence
\[
H_0u=-\tfrac12\left(4-\tfrac2r\right)u-\tfrac1r u=-2u .
\]
This function has no node, so it is the ground state, with $E_1=-2$. Since $\int_0^\infty e^{-4r}2\pi r\,dr=\pi/8$, its normalized form is $\psi_0=\sqrt{8/\pi}\,e^{-2r}$.

For a p state write $E=-1/(2N^2)$ and $R=Cr e^{-r/N}w(r)$. The factor $r$ is the regular behaviour at the origin. With $\kappa=1/N$,
\begin{align*}
R'&=Ce^{-\kappa r}\,[rw'+(1-\kappa r)w],\\
R''&=Ce^{-\kappa r}\,[rw''+2(1-\kappa r)w'+(\kappa^2r-2\kappa)w].
\end{align*}
Insertion in $R''+R'/r-R/r^2+2R/r-\kappa^2R=0$ cancels the terms in $w/r$ and $\kappa^2rw$, leaving
\[
rw''+(3-2\kappa r)w'+(2-3\kappa)w=0 .
\]
Put $t=2\kappa r=2r/N$ and divide by $2\kappa$:
\[
t\frac{d^2w}{dt^2}+(3-t)\frac{dw}{dt}-\left(\frac32-N\right)w=0 .
\]
The regular solution is $w={}_1F_1(a;3;t)$ with $a=\frac32-N$. Unless the series terminates, it grows as $e^t$ times a power and $R$ is not normalizable. Termination requires $a=-q$ with $q=0,1,\dots$. Setting $n=q+2$ gives
\[
N=n-\tfrac12,\qquad E_n=-\frac{1}{2(n-\frac12)^2},\qquad n\ge2 .
\]
The value $E_1=-2$ fits the same formula.

For the norm use ${}_1F_1(-q;3;t)=\frac{2\,q!}{(q+2)!}L_q^{(2)}(t)$. The Laguerre polynomials are orthogonal with weight $t^2e^{-t}$ and squared norm $(q+2)!/q!$. The recurrence
\[
tL_q^{(2)}=(2q+3)L_q^{(2)}-(q+1)L_{q+1}^{(2)}-(q+2)L_{q-1}^{(2)}
\]
then gives $\int_0^\infty t^3e^{-t}[L_q^{(2)}]^2dt=(2q+3)(q+2)!/q!$. With $2q+3=2N$ and $(q+1)(q+2)=N^2-\frac14$,
\[
1=\int_0^\infty R^2r\,dr
=C^2\left(\frac N2\right)^4\frac{4\cdot 2N}{N^2-\frac14}
=\frac{2C^2N^5}{4N^2-1},
\qquad C^2=\frac{4N^2-1}{2N^5}.
\]
The full state is $np_x=R(r)\cos\varphi/\sqrt\pi$.

\subsection*{(b) Discrete strengths}

The angular integral of $\cos^2\varphi$ is $\pi$, so
\[
\langle np_x|x|1s\rangle=\sqrt8\,CJ,\qquad
J=\int_0^\infty r^3e^{-sr}\,{}_1F_1\!\left(a;3;\frac{2r}{N}\right)dr,\qquad s=2+\frac1N .
\]
The $\sin\varphi$ combination gives zero. Integrate the series term by term, with $(a)_j=a(a+1)\cdots(a+j-1)$, $\int_0^\infty r^{3+j}e^{-sr}dr=6\,(4)_j/s^{4+j}$ and $(4)_j/(3)_j=1+j/3$. With $z=2/(Ns)$,
\begin{align*}
J&=\frac6{s^4}\sum_j\frac{(a)_j}{j!}\left(1+\frac j3\right)z^j
=\frac6{s^4}\left(1+\frac z3\frac{d}{dz}\right)(1-z)^{-a}\\
&=\frac6{s^4}(1-z)^{-a-1}\left[1-\frac{(3-a)z}{3}\right].
\end{align*}
Here $s=(2N+1)/N$, $z=2/(2N+1)$ and $3-a=N+\frac32$. The bracket is therefore
\[
1-\frac{2N+3}{3(2N+1)}=\frac{4N}{3(2N+1)}=\frac4{3s}.
\]
Since $1-z=(2N-1)/(2N+1)$ and $-a-1=N-\frac52$,
\[
J=\frac{8N^5(2N-1)^{N-5/2}}{(2N+1)^{N+5/2}},\qquad
|x_n|^2=8C^2J^2=\frac{256N^5(2N-1)^{2N-4}}{(2N+1)^{2N+4}} .
\]
In scaled units $f_n=2(E_n-E_1)|x_n|^2$, and $2(E_n-E_1)=4-1/N^2=(2N-1)(2N+1)/N^2$. Thus
\[
f_n=\frac{256N^3(2N-1)^{2N-3}}{(2N+1)^{2N+3}}
=\frac{(2n-1)^3(n-1)^{2n-4}}{2\,n^{2n+2}} .
\]
In the last step $N^3=(2n-1)^3/8$, and the factors of 2 in $(2n-2)^{2n-4}/(2n)^{2n+2}$ combine to $2^{-6}$.

For $n=2$ this is $27/128=0.210938$. Equivalently, $2(1.777778)(0.059326)=0.2109$. The first values are:
\begin{center}
\begin{tabular}{cccc}
$n$ & $(E_n-E_1)/E_h$ & $|x_n|^2/a_0^2$ & $f_n$\\
2 & 1.777778 & 0.059326 & 0.210938\\
3 & 1.920000 & 0.009923 & 0.038104\\
4 & 1.959184 & 0.003381 & 0.013248\\
5 & 1.975309 & 0.001548 & 0.006115\\
6 & 1.983471 & 0.000836 & 0.003317
\end{tabular}
\end{center}

For large $N$ let $\epsilon=1/(2N)$. Taking out the powers of $2N$ gives
\[
\ln(N^3f_n)=\ln4+\frac1\epsilon\ln\frac{1-\epsilon}{1+\epsilon}-3\ln(1-\epsilon^2)
=\ln4-2+\frac73\epsilon^2+O(\epsilon^4),
\]
so $f_n=(4e^{-2}/N^3)[1+O(N^{-2})]$. The series of strengths converges.

\subsection*{(c) Sum rule and discrete share}

The potential commutes with $x$, so in SI units $[H,x]=-i\hbar p_x/m_e$ and
\[
[x,[H,x]]=-\frac{i\hbar}{m_e}[x,p_x]=\frac{\hbar^2}{m_e}.
\]
Take the 1s expectation value and insert a complete set of states $j$, with a sum over bound states and an integral over the continuum:
\[
\frac{\hbar^2}{m_e}=2\langle xHx\rangle-2E_1\langle x^2\rangle
=2\sum_j(E_j-E_1)|\langle j|x|1s\rangle|^2 .
\]
Because $x\psi_0\propto\cos\varphi$, only $p_x$ states contribute. Multiplication by $m_e/\hbar^2$ gives
\[
\sum_{n=2}^{\infty}f_n+\int_0^\infty\frac{df}{dE}\,dE=1 .
\]
The total is 1 for one polarization; adding the $y$ polarization would make it 2.

The discrete share is evaluated numerically. The terms up to $n=6$ add to $0.271722$. For the rest, replace the sum by an integral, each $N=n-\frac12$ being the midpoint of a unit interval:
\[
\sum_{n>M}f_n\simeq4e^{-2}\int_M^\infty\frac{dy}{y^3}=\frac{2e^{-2}}{M^2}.
\]
For $M=6$ this is $0.541341/72=0.007519$, and the estimated total is $0.279241$. Summation to much larger $n$ before adding the tail gives
\[
\sum_{n=2}^{\infty}f_n=0.279249 .
\]
The discrete states carry 27.9\% of the f-sum, and the 2p state alone carries 21.1\%.

\subsection*{(d) Continuum strength}

For $E=k^2/2>0$ the equation of part (a) is solved with $1/N=ik$:
\[
R_k=C_kre^{-ikr}\,{}_1F_1\!\left(\frac32+\frac ik;3;2ikr\right).
\]
Kummer's transformation ${}_1F_1(a;3;t)=e^t{}_1F_1(3-a;3;-t)$ shows that $R_k/C_k$ equals its complex conjugate, so $R_k$ is real for real $C_k$. At large $r$ the two parts of the asymptotic form of ${}_1F_1$ give conjugate waves, whose sum is
\[
\sqrt r\,R_k\to C_k\,\frac{4e^{-\pi/(2k)}}{(2k)^{3/2}|\Gamma(\frac32+\frac ik)|}
\cos\!\left(kr+\frac{\ln(2kr)}k+\delta_k\right),
\]
with a constant phase $\delta_k$. The exponential is the modulus of $i^{\,i/k}$.

Require $\int_0^\infty R_kR_{k'}r\,dr=\delta(E-E')$. A wave of amplitude $A$ gives $A^2(\pi/2)\delta(k-k')$, and $\delta(k-k')=k\,\delta(E-E')$. The slowly varying logarithm does not alter this coefficient, so $A^2=2/(\pi k)$. With $|\Gamma(\frac32+\frac ik)|^2=(\frac14+\frac1{k^2})\pi/\cosh(\pi/k)$,
\[
C_k^2=\frac{k^2e^{\pi/k}}{\pi}\left|\Gamma\!\left(\tfrac32+\tfrac ik\right)\right|^2
=\frac{k^2+4}{2(1+e^{-2\pi/k})}.
\]

The integral $J$ keeps its form, with $s=2+ik$ and $z=2ik/s$. The series converges for small $k$; analytic continuation extends the result to all $k>0$, where the integral itself converges. Let $\theta=\arctan(k/2)$. Then $s=\sqrt{k^2+4}\,e^{i\theta}$ and $1-z=(2-ik)/(2+ik)=e^{-2i\theta}$, so
\[
J_k=\frac6{s^4}\,\frac4{3s}\,(e^{-2i\theta})^{-5/2-i/k}
=8s^{-5}e^{5i\theta}e^{-2\theta/k}
=\frac{8e^{-2\theta/k}}{(k^2+4)^{5/2}} .
\]
The energy factor is $2(E-E_1)=k^2+4$. Hence
\[
\frac{df}{dE}=(k^2+4)\,8C_k^2J_k^2
=\frac{256\,\exp[-(4/k)\arctan(k/2)]}{(k^2+4)^3(1+e^{-2\pi/k})} .
\]

At threshold $(4/k)\arctan(k/2)\to2$ and $e^{-2\pi/k}\to0$, giving $df/dE\to4e^{-2}=0.541341$ per $E_h$. On the bound side the number of levels per unit energy is $dN/dE=N^3$, and $N^3f_n$ has the same limit. The averaged strength is thus continuous across the ionization threshold.

At high energy the exponential tends to 1 and the last bracket to 2, so $df/dE\to128/k^6=16/E^3$. The first relative correction is $-\pi/k$, so this limit needs $k\gg\pi$. It also needs energies small enough for the nonrelativistic dipole description to hold.

Numerical integration gives a continuum strength of $0.720751$. Added to $0.279249$, it satisfies the sum rule.

\subsection*{(e) Static polarizability}

A field $F$ along $x$ adds the energy $+eFx$, because the charge is $-e$. Measure $F$ in $E_h/(ea_0)$ and define $\alpha$ by $E=E_1-\frac12\alpha F^2+\cdots$. The first-order energy vanishes by parity. Write the first-order function as $F\psi_1$, with $\psi_1=g(r)\cos\varphi\,\psi_0$. It satisfies $(H-E_1)\psi_1=-x\psi_0$, or
\[
(H_1+2)(ge^{-2r})=-re^{-2r}.
\]
The derivatives of $ge^{-2r}$ are $(g'-2g)e^{-2r}$ and $(g''-4g'+4g)e^{-2r}$. After division by $e^{-2r}$ the left side is
\[
-\frac12\left(g''+\frac{g'}r-\frac g{r^2}-4g'\right)-2g+\frac gr-\frac gr+2g .
\]
The last four terms cancel, and
\[
g''+\frac{g'}r-\frac g{r^2}-4g'=2r .
\]
Try $g=br^2+cr$. The left side becomes $3b-4c-8br$, so $b=-\frac14$ and $c=\frac34b=-\frac3{16}$:
\[
g=-\frac{3r}{16}-\frac{r^2}{4}.
\]
No homogeneous solution may be added. It would be a normalizable p state with energy $-2$, whereas the lowest p level is $-2/9$.

The coefficient of $F^2$ in the energy is
\begin{align*}
\langle\psi_0|x|\psi_1\rangle
&=\frac8\pi\,\pi\int_0^\infty gr^2e^{-4r}dr
=8\left[-\frac3{16}\,\frac{3!}{4^4}-\frac14\,\frac{4!}{4^5}\right]\\
&=8\left[-\frac9{2048}-\frac{12}{2048}\right]=-\frac{21}{256}.
\end{align*}
This equals $-\alpha/2$. With the units restored,
\[
\alpha=\frac{21}{128}\,\frac{e^2a_0^2}{E_h}
=\frac{21}{128}\,4\pi\varepsilon_0a_0^3 .
\]
Numerically, $0.1640625\times1.648777\times10^{-41}=2.7050\times10^{-42}\ \mathrm{C^2\,m^2\,J^{-1}}$.

This is the in-plane response at leading order in a weak field. The model contains no motion normal to the plane and hence no polarizability in that direction. In a uniform static field the potential falls without limit on one side, so the electron can eventually tunnel out. The expansion describes the energy of a long-lived state, not of a strictly bound one.

\subsection*{(f) Bound and continuum parts}

Second-order perturbation theory gives the energy coefficient $-\sum_j|x_j|^2/(E_j-E_1)$. Since $f_j=2(E_j-E_1)|x_j|^2$,
\[
\alpha=\sum_{n=2}^\infty\frac{f_n}{(E_n-E_1)^2}
+\int_0^\infty\frac{df/dE}{(E-E_1)^2}\,dE .
\]
In units of $e^2a_0^2/E_h$ the bound sum is $0.0848350$ and the integral is $0.0792275$. Together they give $0.1640625$, in agreement with part (e). The 2p state contributes $0.210938/(1.777778)^2=0.06674$, about 41\% of $\alpha$.

The bound states thus supply 51.7\% of the polarizability with 27.9\% of the oscillator strength. The weight $1/(E-E_1)^2$ explains the difference. Bound excitation energies lie between $16/9$ and $2$, while those of the continuum start at $2$ and have no upper limit. If all the continuum strength lay at threshold, it would contribute $0.720751/4=0.1802$. The actual value is less than half of this, because much of the strength lies well above threshold. A sum over bound states alone would miss 48.3\% of $\alpha$.

The numerical output also gives a polarizability obtained by solving the first-order equation $(H-E_1)\psi_1=-x\psi_0$ as a linear system in a p-wave Laguerre basis, which does not use the closed-form p functions. It agrees with $21/128$ to the digits shown.

\section*{Computed values}
\begin{verbatim}
Bohr radius a0 = 5.291772e-11 m
Hartree energy Eh = 4.359745e-18 J
elementary charge e = 1.602177e-19 C
1s energy = -2.0 Eh
n, E_n-E_1 (Eh), |x_n|^2 (a0^2), f_n (no unit)
2  1.777778  0.059326  0.210938
3  1.920000  0.009923  0.038104
4  1.959184  0.003381  0.013248
5  1.975309  0.001548  0.006115
6  1.983471  0.000836  0.003317
f_2..f_6 summed = 0.271722 (no unit)
all bound f_n summed = 0.279249 (no unit)
discrete share of f-sum = 27.925 percent
continuum part of f-sum = 0.720751 (no unit)
bound + continuum f = 1.00000000 (no unit)
df/dE at threshold = 0.541341 1/Eh
<x^2> from ground state = 0.187500 a0^2
<x^2> from spectral sum = 0.187500 a0^2
second-order energy coefficient = -21/256 e^2 a0^2/Eh
alpha, closed form = 21/128 e^2 a0^2/Eh
alpha, decimal = 0.1640625 e^2 a0^2/Eh
alpha, Laguerre basis = 0.1640625 e^2 a0^2/Eh
alpha, bound part = 0.0848350 e^2 a0^2/Eh
alpha, continuum part = 0.0792275 e^2 a0^2/Eh
bound share of alpha = 51.709 percent
unit e^2 a0^2/Eh = 1.648777e-41 C^2 m^2/J
alpha in SI = 2.705025e-42 C^2 m^2/J
\end{verbatim}
